# Stationary Variance of a Noisy Relaxing Mode: Euler and Crank-Nicolson Steps

## What the answer can depend on

A small ripple on a crystal surface, or on the edge of an atomic step, decays while random atomic events keep exciting it. Let \(x\) be the real amplitude of one Fourier component of the ripple, measured in nm. In linear theory it obeys

\[
dx=-r\,x\,dt+\sqrt{S}\,dW ,\qquad r>0,
\]

where \(r\) is the decay rate in 1/s, \(S\) is the noise variance per unit time in nm²/s, and \(W\) is a Wiener process: its increments are independent, Gaussian, of mean zero, and of variance equal to the elapsed time. The equation is unchanged in law under \(x\to-x\), so the stationary mean is zero and the variance \(V=\langle x^2\rangle\) measures the roughness of the mode.

A numerical scheme brings in one more quantity, the time step \(dt\). The only length in the problem enters through \(S\), and \(S/r\) has the dimension of a variance. The only dimensionless group is \(z=r\,dt\). A stationary variance computed with finite steps must therefore have the form

\[
V=\frac{S}{2r}\,\phi(z).
\]

The factor 2 is a convention that makes \(\phi=1\) for the continuous equation, as shown next. The quality of a scheme, as far as stationary roughness is concerned, lies entirely in its function \(\phi\).

## The target

Multiplying the equation by \(e^{rt}\) removes the decay term, since \(d(e^{rt}x)=e^{rt}\sqrt S\,dW\). Integration over one interval \(dt\) gives

\[
x(t+dt)=e^{-z}x(t)+\sqrt S\int_0^{dt}e^{-r(dt-s)}\,dW(t+s).
\]

The noise in the integral is independent of \(x(t)\), so the variances of the two terms add:

\[
V(t+dt)=e^{-2z}V(t)+S\int_0^{dt}e^{-2ru}\,du
=e^{-2z}V(t)+\frac{S}{2r}\left(1-e^{-2z}\right).
\]

Setting \(V(t+dt)=V(t)\) gives the stationary value

\[
\sigma^2=\frac{S}{2r}.
\]

From a flat start, \(V(t)=\sigma^2(1-e^{-2rt})\). This is how one mode roughens in time: the variance first grows as \(St\), then saturates when damping balances noise.

## What goes wrong with the explicit step

The explicit Euler step evaluates the decay at the old amplitude:

\[
x'=x-zx+\sqrt{S\,dt}\,\xi=(1-z)x+\sqrt{S\,dt}\,\xi .
\]

Here \(x'\) is the new amplitude and \(\xi\) is a fresh Gaussian number of mean zero and unit variance, independent of \(x\). Squaring and averaging removes the cross term, because \(\langle x\xi\rangle=0\):

\[
V'=(1-z)^2V+S\,dt=V-(2z-z^2)V+S\,dt .
\]

The noise supplies \(S\,dt\) per step. To balance it at \(V=\sigma^2\), the damping must remove \(2z\sigma^2=S\,dt\). It removes only \((2z-z^2)\sigma^2\). The missing part, \(z^2\sigma^2\), is the mean square of the deterministic displacement \(-zx\). The variance must rise until the damping can balance the supply:

\[
V_{\rm E}=\frac{S\,dt}{2z-z^2}
=\frac{S\,dt}{2z(1-z/2)}
=\frac{\sigma^2}{1-z/2},
\]

where the last step uses \(S\,dt/(2z)=S/(2r)\). So the explicit step has \(\phi=1/(1-z/2)\), which exceeds 1 for every step size at which a stationary state exists.

That state requires \(|1-z|<1\), hence \(0<z<2\). At \(z=2\) the deterministic factor is \(-1\): old noise is never forgotten, and the variance grows by \(S\,dt\) at each step. For \(z>2\) it grows exponentially with the step number. The formula would then return a negative number, which is no variance at all.

For small \(z\), \(\phi\approx1+z/2\), so the error is of first order in the time step. If the relative excess may not exceed \(\varepsilon\), the condition \(1/(1-z/2)\le1+\varepsilon\) gives

\[
z\le2\left(1-\frac1{1+\varepsilon}\right)=\frac{2\varepsilon}{1+\varepsilon}.
\]

## Choosing where the decay is evaluated

The explicit damping is too weak for the full noise \(S\,dt\) with which it is paired. It is not too weak in itself: for small \(z\) the exact step removes an even smaller fraction of the variance, \(1-e^{-2z}\approx2z-2z^2\), but it also adds less noise. To restore the balance, let the decay use a weighted mean of the old and new amplitudes, with weight \(\theta\) on the new one and \(0\le\theta\le1\):

\[
x'-x=-z\left[(1-\theta)x+\theta x'\right]+\sqrt{S\,dt}\,\xi .
\]

Collecting \(x'\) on the left gives

\[
(1+\theta z)x'=\left[1-(1-\theta)z\right]x+\sqrt{S\,dt}\,\xi ,
\]

or \(x'=gx+b\,\xi\), with

\[
g=\frac{1-(1-\theta)z}{1+\theta z},\qquad
b=\frac{\sqrt{S\,dt}}{1+\theta z}.
\]

The noise is divided by the same factor as the old amplitude, because both stand on the right of the implicit equation. Again \(\xi\) is independent of \(x\), so \(V'=g^2V+b^2\). If \(|g|<1\), the stationary variance is

\[
V=\frac{b^2}{1-g^2}
=\frac{S\,dt}{(1+\theta z)^2-[1-(1-\theta)z]^2}.
\]

The denominator is a difference of squares. The difference of the two bases is

\[
(1+\theta z)-[1-(1-\theta)z]=z,
\]

and their sum is

\[
(1+\theta z)+[1-(1-\theta)z]=2+(2\theta-1)z .
\]

Therefore

\[
V=\frac{S\,dt}{z\,[2+(2\theta-1)z]}
=\frac{\sigma^2}{1+(\theta-\tfrac12)z}.
\]

The stability condition \(g^2<1\) is the condition that this denominator be positive. Three choices show what the weight does:

- \(\theta=0\) is the explicit step, with the excess already found.
- \(\theta=1\), backward Euler, gives \(\sigma^2/(1+z/2)\). It is stable for all \(z>0\), but it makes the surface too smooth.
- \(\theta=\tfrac12\), Crank-Nicolson, gives \(V=\sigma^2\) for every \(z>0\).

Within this family, \(\theta=\tfrac12\) is the one weight for which the correction vanishes at nonzero \(z\). The scheme to use is thus

\[
x'=\frac{1-z/2}{1+z/2}\,x+\frac{\sqrt{S\,dt}}{1+z/2}\,\xi .
\]

Its balance can be read directly. The damping removes the fraction \(1-g^2=2z/(1+z/2)^2\) of the variance, and the noise supplies \(S\,dt/(1+z/2)^2\). Both carry the same denominator, which cancels in the ratio.

The cancellation is lost if the noise is added after the implicit solution, without the division. Then \(b^2=S\,dt\), and

\[
V=\frac{S\,dt\,(1+z/2)^2}{2z}=\sigma^2(1+z/2)^2 .
\]

For small \(z\) this excess is \(z\), twice that of the explicit step.

## Two other repairs, and why the implicit one is useful

One could keep the explicit damping and reduce its noise variance from \(S\,dt\) to \(\sigma^2(2z-z^2)\). This gives \(V=\sigma^2\), but only for \(z<2\), and the reduction differs from mode to mode. One could also use the exact update found above, with \(g=e^{-z}\) and \(b^2=\sigma^2(1-e^{-2z})\). For a single mode with known constant \(r\) that is the better method, since it reproduces the time correlations as well.

Crank-Nicolson earns its place when the modes are not separated. Let \(\mathbf x\) hold the heights at grid points, let \(R\) be a symmetric positive definite relaxation matrix, and let the noise be independent and equally strong at each point. The step is

\[
\left(1+\tfrac12R\,dt\right)\mathbf x'
=\left(1-\tfrac12R\,dt\right)\mathbf x+\sqrt{S\,dt}\,\boldsymbol\xi .
\]

Both matrices share the eigenvectors of \(R\). An orthogonal change of basis leaves \(\boldsymbol\xi\) a set of independent unit Gaussians. Each eigencomponent then obeys the scalar scheme with its own \(r\), so every stationary variance is right, although no eigenvector was computed. A free periodic edge or surface also has a uniform mode with \(r=0\), so its matrix is only semidefinite. That mode wanders without limit and has no stationary variance; the result holds for all the others. One linear system per step is the price.

## What the variance does not reveal

After \(n\) steps from a flat start, iteration of \(V'=g^2V+b^2\) gives

\[
V_n=b^2\left(1+g^2+\dots+g^{2(n-1)}\right)=V\left(1-g^{2n}\right).
\]

The approach to saturation is governed by \(g\), whereas the true process has \(e^{-z}\). The correlation between successive stationary values is also \(g\), since \(\langle x'x\rangle=gV\). For small \(z\) the effective decay rate is \(-\ln g/dt\). For the explicit step,

\[
-\ln(1-z)=z+\frac{z^2}{2}+\dots,
\]

so the rate is too large by the relative amount \(z/2\). For Crank-Nicolson,

\[
-\ln\frac{1-z/2}{1+z/2}
=2\left[\frac z2+\frac13\left(\frac z2\right)^3+\dots\right]
=z+\frac{z^3}{12}+\dots,
\]

so the relative excess is \(z^2/12\).

For \(z>2\) the Crank-Nicolson \(g\) is negative, and successive amplitudes tend to alternate in sign. For \(z\gg2\),

\[
g=-\frac{1-2/z}{1+2/z}\approx-\left(1-\frac4z\right),
\]

so a very stiff mode forgets its start slowly, over about \(z/8\) steps in the variance. The correct stationary variance is reached, but late.

## A step edge during a growth interruption

Consider one atomic step on Si(111) at 1170 K, during a pause in epitaxial growth with no net gain or loss of atoms. Let \(X(y,t)\) be the displacement of the edge from a straight line. Its energy for small slopes is \((\beta/2)\int(\partial_yX)^2dy\), with stiffness \(\beta\). If the exchange of atoms at the edge sets the rate, the edge moves down its energy gradient:

\[
\partial_tX=\frac{\Gamma\beta}{kT}\,\partial_y^2X+\eta,\qquad
\langle\eta(y,t)\eta(y',t')\rangle=2\Gamma\,\delta(y-y')\delta(t-t').
\]

The mobility \(\Gamma\) has units nm³/s. For a periodic edge of length \(L\), the cosine amplitude is \(x=(2/L)\int_0^LX\cos(qy)\,dy\). Two integrations by parts turn \(\partial_y^2\) into \(-q^2\), which gives \(r=\Gamma\beta q^2/kT\). The projected noise has strength

\[
S=\frac4{L^2}\,2\Gamma\int_0^L\cos^2(qy)\,dy
=\frac4{L^2}\,2\Gamma\,\frac L2=\frac{4\Gamma}{L}.
\]

Hence

\[
\sigma^2=\frac{S}{2r}=\frac{2kT}{L\beta q^2}.
\]

This agrees with equipartition: the mode energy is \((\beta/2)q^2x^2(L/2)=L\beta q^2x^2/4\), and its thermal mean is \(kT/2\). The mobility cancels, as it must for an equilibrium property.

Take the rough values \(\beta=0.30\) eV/nm and \(\Gamma=2000\) nm³/s, and let \(L\) and the wavelength both be 500 nm. Then \(q=2\pi/500=0.01257\) nm⁻¹ and \(kT=0.1008\) eV, so

\[
r=\frac{2000\times0.30\times(0.01257)^2}{0.1008}=0.940\ \text{s}^{-1},
\qquad S=\frac{4\times2000}{500}=16\ \text{nm}^2/\text{s}.
\]

The relaxation time is 1.06 s. The exact variance is \(16/(2\times0.940)=8.51\) nm², an rms amplitude of 2.92 nm.

With these parameters fixed, the time step alone changes the Euler result:

| \(dt\) (s) | \(z\) | Euler \(V/\sigma^2\) | Crank-Nicolson \(V/\sigma^2\) |
|---|---|---|---|
| 0.1 | 0.094 | 1.049 | 1.000 |
| 0.5 | 0.470 | 1.307 | 1.000 |
| 1.0 | 0.940 | 1.886 | 1.000 |
| 2.0 | 1.879 | 16.60 | 1.000 |
| 5.0 | 4.699 | none | 1.000 |

These ratios come from summing the squared responses of each scheme to all earlier noise kicks. An ensemble of 200,000 random trajectories, each of 80 steps from a straight edge, gives an independent estimate with a relative standard error of 0.32%. At \(dt=1\) s it yields 1.880 for Euler and 0.993 for Crank-Nicolson. The latter lies 2.3 standard errors below 1, the largest departure among the seven cases sampled; at 0.5, 2 and 5 s the Crank-Nicolson ratios are 0.998, 1.001 and 0.999.

A step of 1 s is close to the relaxation time and may look reasonable, yet Euler nearly doubles the variance. Its stability limit is \(2/r=2.13\) s. At 2.5 s the rms amplitude reaches 140 nm after 10 steps and about 2800 nm after 20. Keeping the Euler excess to 1% requires \(dt=0.0211\) s, about 50 steps per relaxation time.

The correlations show the error that remains in Crank-Nicolson. At 1 s the exact lag-one correlation is 0.391; Crank-Nicolson has 0.361 and Euler 0.060. At 5 s the exact value is 0.009, while Crank-Nicolson has \(-0.403\). The variance at 5 s is right, but the sequence of amplitudes is not a faithful film of the edge. The first step from a straight edge tells the same story: at 1 s the variance should be \(0.847\,\sigma^2\), and Crank-Nicolson gives \(0.870\,\sigma^2\).

Shorter waves on the same edge tighten the Euler limit, since \(r\propto q^2\). At a wavelength of 20 nm the rate is \(25^2=625\) times larger, and the limit falls to \(2.13/625\) s, or 3.4 ms. Crank-Nicolson with \(dt=0.5\) s remains stable there, with \(z=0.470\times625\approx294\). By the estimate \(z/8\), however, the variance needs about 37 steps, or 18 s, to forget its start by a factor \(e\). A run that must show the smoothing of such waves still needs a step short compared with their relaxation time.

## How far the model reaches

The stiffness and mobility are assumed round values, chosen to illustrate the high-temperature regime of this surface and not fitted to data. The mobility is the less certain, and the relaxation time and the Euler step limits scale as \(1/\Gamma\). Changing it by \(-50\%\) or \(+50\%\) at \(dt=0.5\) s moves the Euler ratio from 1.31 to 1.13 or 1.54; the Crank-Nicolson ratio stays at 1. If diffusion across terraces limits the exchange, the formula for \(r\) changes, and \(z\) must be recomputed. Net growth adds arrival noise and growth-driven forces on the edge, which are not included or sized here.

Among the neglected effects that were sized, finite slope matters most for the variance. Each wavelength \(L/n\) has a cosine and a sine mode, which together contribute \(2kT/(L\beta)\) to the mean square slope. Wavelengths down to 20 nm give 25 such pairs and a total of 0.034. For an isotropic line tension the energy density is \(\beta\sqrt{1+s^2}\) at slope \(s\), with curvature \(\beta(1+s^2)^{-3/2}\). Averaging over Gaussian slopes lowers the effective stiffness by 4.5%, which would raise \(\sigma^2\) by about 5%. These figures depend on the 20 nm cutoff, which is a choice and not a property of the edge: the mean square slope grows in inverse proportion to the shortest wavelength kept. With the same \(\beta\), a cutoff of 10 nm would raise \(\sigma^2\) by about 10%, and one of 5 nm by about 20%. These two figures belong to the full thermal average with the energy \(\beta\sqrt{1+s^2}\); the Gaussian average of the curvature used above gives only about 9% and 16%. A stiffness deduced from long-wave fluctuations would already contain this softening. The atomic kink depth, roughly 0.33 nm, is 11% of the mode's rms amplitude. This ratio only compares two lengths; it is not an estimate of the error in \(\sigma^2\).

Neighbouring steps also confine the edge. For a very long edge with straight, fixed neighbours 100 nm away on each side, the loss of wandering entropy acts as a spring of about \(1.0\times10^{-4}\) times the restoring term \(\beta q^2\). This estimate matches the spring to the mean square displacement of a line between hard walls. It is rough: summing over the eigenstates of such a line gives a larger reduction of the variance at this wavelength, about \(7\times10^{-4}\). The periodic edge of 500 nm is a different case, because its mean position can wander almost freely between the walls. Shapes that would touch a wall are then excluded, and the same kind of sum gives a reduction of about 1.6%. If the mean position stays near the middle of the terrace, the edge practically never reaches the walls and this reduction is negligible. An elastic repulsion of energy \(A/w^2\) per unit length at distance \(w\), with a rough \(A=0.02\) eV nm, adds the curvature \(6A/w^4\) from each side, or \(5\times10^{-5}\) of the restoring term in total. The two springs are separate rough estimates and do not add: for the very long edge at 100 nm, the eigenstate sum with walls and repulsion together gives a reduction of about \(4\times10^{-4}\), less than with hard walls alone. The eigenstate sum for hard walls falls as \(w^{-3}\) between 50 and 200 nm, while both spring ratios scale as \(w^{-4}\). At a spacing of 10 nm they would be about 1.0 and 0.5, and the isolated-step formula for \(r\) and \(\sigma^2\) would fail.

Such a spring, while it stays harmonic, changes \(r\) but leaves the equation linear, so the results for \(\phi(z)\) still hold with the new rate. A nonlinear force does not fit the argument: the variance equation then no longer closes, and the exact preservation by Crank-Nicolson is not guaranteed. The main computed values are in the numerical output below.

## Numbers as computed

```
temperature = 1170 K, kT = 0.10082 eV
step stiffness (rough) = 0.30 eV/nm
step mobility (rough) = 2000 nm^3/s
edge length = wavelength = 500 nm
wave number q = 0.012566 1/nm
decay rate r = 0.9397 1/s, relaxation time = 1.0641 s
noise variance rate S = 16.000 nm^2/s
exact variance = 8.5129 nm^2, rms = 2.9177 nm
Boltzmann quadrature variance = 8.5129 nm^2
Variance / exact variance, from summed noise responses:
 dt = 0.1 s, r dt = 0.0940: Euler 1.0493, CN 1.000000
 dt = 0.5 s, r dt = 0.4699: Euler 1.3071, CN 1.000000
 dt = 1.0 s, r dt = 0.9397: Euler 1.8863, CN 1.000000
 dt = 2.0 s, r dt = 1.8795: Euler 16.5974, CN 1.000000
 dt = 5.0 s, r dt = 4.6987: Euler none, CN 1.000000
Random trajectories: 200000 walkers, 80 steps
relative standard error of variance = 0.0032
 Euler dt = 0.5 s: variance ratio 1.3113
  lag-one corr.: sampled 0.5311, g 0.5301, exact 0.6251
 Euler dt = 1.0 s: variance ratio 1.8795
  lag-one corr.: sampled 0.0604, g 0.0603, exact 0.3907
 Euler dt = 2.0 s: variance ratio 16.6454
  lag-one corr.: sampled -0.8796, g -0.8795, exact 0.1527
 CN dt = 0.5 s: variance ratio 0.9984
  lag-one corr.: sampled 0.6185, g 0.6195, exact 0.6251
 CN dt = 1.0 s: variance ratio 0.9928
  lag-one corr.: sampled 0.3588, g 0.3607, exact 0.3907
 CN dt = 2.0 s: variance ratio 1.0011
  lag-one corr.: sampled 0.0297, g 0.0311, exact 0.1527
 CN dt = 5.0 s: variance ratio 0.9989
  lag-one corr.: sampled -0.4038, g -0.4029, exact 0.0091
Variance ratio after one 1 s step from a straight edge:
 exact 0.8473, CN 0.8699, Euler 1.8795
Euler stability limit dt = 2.1282 s
Euler dt = 2.5 s: rms after 10, 20 steps = 139.5, 2796.1 nm
Euler dt for 1% variance error = 0.02107 s
Neglected effects:
 mean square slope (waves >= 20 nm) = 0.0336
 softening by finite slope = 4.51 %
 terrace = 100 nm, repulsion = 0.02 eV nm (rough)
 entropic confinement / restoring = 1.05e-04
 elastic confinement / restoring = 5.07e-05
 kink depth 0.33 nm / mode rms = 0.113
 Euler ratio, dt 0.5 s, mobility -50%, +50%: 1.1331, 1.5442
```
